# Why Dirac and Majorana Neutrinos Scatter Almost Alike: a numerical check

```python
"""Dirac versus Majorana neutrinos in neutral-current scattering.

Result under test: the left-chiral current J^mu = nubar_L gamma^mu nu_L has
one-particle matrix elements
    Dirac:     ubar' gamma^mu P_L u
    Majorana: -ubar' gamma^mu gamma5 u   (vector part lost, axial part doubled)
For a negative-helicity beam the amplitudes differ at order m/E and the rates,
summed over final helicity, at order (m/E)^2. On a static spinless target
    sigma_Majorana / sigma_Dirac = 2 beta^2 / (1 + beta).
m: neutrino mass, E: total energy, p: momentum, beta = p/E, theta: angle.
Units hbar = c = 1; chiral representation; metric (+,-,-,-); ubar u = 2m.
"""
import numpy as np

I2, Z2 = np.eye(2), np.zeros((2, 2))
SIGMA = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
GAMMA = np.array([np.block([[Z2, I2], [I2, Z2]]).astype(complex)]
                 + [np.block([[Z2, s], [-s, Z2]]) for s in SIGMA])
G0 = GAMMA[0]
G5 = np.diag([-1, -1, 1, 1]).astype(complex)
PL = (np.eye(4) - G5) / 2
METRIC = np.array([1, -1, -1, -1])


def spinor(mass, mom, theta, phi, hel):
    """Helicity spinor u; the small component avoids the cancellation E-p."""
    big = np.sqrt(np.hypot(mass, mom) + mom)
    small = mass / big
    c, s = np.cos(theta / 2), np.sin(theta / 2)
    if hel > 0:
        chi = np.array([c, np.exp(1j * phi) * s])
        return np.concatenate([small * chi, big * chi])
    chi = np.array([-np.exp(-1j * phi) * s, c])
    return np.concatenate([big * chi, small * chi])


def conjugate(u):
    """Charge-conjugate spinor v = i gamma^2 u*."""
    return 1j * GAMMA[2] @ u.conj()


def sandwich(left, matrix, right):
    """left-bar gamma^mu matrix right, for mu = 0..3."""
    return np.array([left.conj() @ G0 @ g @ matrix @ right for g in GAMMA])


def current(kind, u_out, u_in):
    if kind == "dirac":
        return sandwich(u_out, PL, u_in)
    if kind == "majorana":
        return -sandwich(u_out, G5, u_in)
    return -sandwich(conjugate(u_in), PL, conjugate(u_out))  # antineutrino


# --- Spinors obey the Dirac equation and form a complete canonical set -----
mass, mom, th, ph = 0.7, 1.3, 0.8, 0.5
energy = np.hypot(mass, mom)
direction = np.array([np.sin(th) * np.cos(ph), np.sin(th) * np.sin(ph),
                      np.cos(th)])
p4 = np.concatenate([[energy], mom * direction])
pslash = np.einsum("m,mab->ab", METRIC * p4, GAMMA)
complete = np.zeros((4, 4), complex)
for h in (-1, 1):
    u = spinor(mass, mom, th, ph, h)
    v = conjugate(u)
    assert np.allclose(pslash @ u, mass * u, atol=1e-12)
    assert np.allclose(pslash @ v, -mass * v, atol=1e-12)
    v_back = conjugate(spinor(mass, mom, np.pi - th, ph + np.pi, h))
    complete += np.outer(u, u.conj()) + np.outer(v_back, v_back.conj())
assert np.allclose(complete, 2 * energy * np.eye(4), atol=1e-12)

# --- Matrix elements from explicit fermion operators in Fock space ---------
N_MODES = 8  # four particle modes (two momenta, two helicities), four anti


def annihilator(k):
    op = np.eye(1)
    for j in range(N_MODES):
        factor = (np.diag([1., -1.]) if j < k else
                  np.array([[0., 1.], [0., 0.]]) if j == k else np.eye(2))
        op = np.kron(op, factor)
    return op


ops = [annihilator(k) for k in range(N_MODES)]
modes = [spinor(mass, 1.3, 0.8, 0.5, h) for h in (-1, 1)]
modes += [spinor(mass, 0.9, 2.1, -1.1, h) for h in (-1, 1)]
vacuum = np.zeros(2 ** N_MODES)
vacuum[0] = 1


def field(majorana):
    parts = np.zeros((4, 2 ** N_MODES, 2 ** N_MODES), complex)
    for k, uk in enumerate(modes):
        creator = ops[k if majorana else k + 4].T
        vk = conjugate(uk)
        for a in range(4):
            parts[a] += uk[a] * ops[k] + vk[a] * creator
    return parts


def fock_element(psi, matrix, final, initial):
    ket = psi @ (ops[initial].T @ vacuum)
    bra = (psi @ (ops[final].T @ vacuum)).conj()
    return np.array([np.einsum("an,ab,bn->", bra, G0 @ g @ matrix, ket)
                     for g in GAMMA])


psi_d, psi_m = field(False), field(True)
vec_m = vec_d = 0.0
axial_d, axial_m = [], []
for i in (0, 1):
    for f in (2, 3):
        one = np.eye(4)
        vec_m = max(vec_m, np.abs(fock_element(psi_m, one, f, i)).max())
        vec_d = max(vec_d, np.abs(fock_element(psi_d, one, f, i)).max())
        axial_d.append(fock_element(psi_d, G5, f, i))
        axial_m.append(fock_element(psi_m, G5, f, i))
        for kind, psi, shift in (("dirac", psi_d, 0), ("majorana", psi_m, 0),
                                 ("anti", psi_d, 4)):
            exact = fock_element(psi, PL, f + shift, i + shift)
            assert np.allclose(exact, current(kind, modes[f], modes[i]),
                               atol=1e-12)
axial_d, axial_m = np.array(axial_d), np.array(axial_m)
axial_ratio = (np.vdot(axial_d, axial_m) / np.vdot(axial_d, axial_d)).real
assert vec_m < 1e-12 and vec_d > 0.1
assert np.allclose(axial_m, 2 * axial_d, atol=1e-12)
print("Fock-space matrix elements (dimensionless test momenta)")
print(f"largest vector element, Dirac: {vec_d:.4f}")
print(f"largest vector element below 1e-12, Majorana: {vec_m < 1e-12}")
print(f"axial element, Majorana/Dirac: {axial_ratio:.6f}")


# --- Static spinless target: only the time component acts ------------------
def static_amplitudes(kind, m, e, theta, hel_in):
    """Moduli of the amplitudes to final helicity -1 and +1."""
    p = np.sqrt((e - m) * (e + m))
    u_in = spinor(m, p, 0, 0, hel_in)
    return np.array([abs(current(kind, spinor(m, p, theta, 0, h), u_in)[0])
                     for h in (-1, 1)])


def static_rate(kind, m, e, theta, hel_in=-1):
    return np.sum(static_amplitudes(kind, m, e, theta, hel_in) ** 2)


for e in (1.05, 1.5, 4.0):
    p = np.sqrt(e * e - 1)
    for theta in (0.0, 0.4, 1.7, 2.9, np.pi):
        c, s = np.cos(theta / 2), np.sin(theta / 2)
        assert np.allclose(static_amplitudes("dirac", 1, e, theta, -1),
                           [(e + p) * c, s], atol=1e-12)
        assert np.allclose(static_amplitudes("majorana", 1, e, theta, -1),
                           [2 * p * c, 0], atol=1e-12)
        w_d = (e + p) * (e + p * np.cos(theta))
        w_m = 2 * p * p * (1 + np.cos(theta))
        assert np.isclose(static_rate("dirac", 1, e, theta), w_d, atol=1e-12)
        assert np.isclose(static_rate("majorana", 1, e, theta), w_m,
                          atol=1e-12)

for theta in (0.3, 1.2, 2.3):  # small-mass law at fixed angle
    x = 1e-3
    deficit = 1 - (static_rate("majorana", x, 1, theta)
                   / static_rate("dirac", x, 1, theta))
    c = np.cos(theta)
    # next order in x^2 and rounding limit the agreement
    assert np.isclose(deficit / x**2, (3 + c) / (4 * (1 + c)), rtol=1e-4)

NODES, WEIGHTS = np.polynomial.legendre.leggauss(12)


def total(kind, m, e, hel_in=-1):
    return sum(w * static_rate(kind, m, e, np.arccos(c), hel_in)
               for c, w in zip(NODES, WEIGHTS))


M_NU = 0.1  # eV, round model value
E_REF = 1.0  # eV
print(f"neutrino mass: {M_NU} eV")
print(f"static target, E = {E_REF} eV, theta = 90 deg, amplitudes / (2E):")
for kind in ("dirac", "majorana"):
    for hel in (-1, 1):
        amp = static_amplitudes(kind, M_NU, E_REF, np.pi / 2, hel) / (2*E_REF)
        print(f"  {kind:8s} helicity in {hel:+d}: to -1 {amp[0]:.6f}, "
              f"to +1 {amp[1]:.6f}")
rates = [static_rate(k, M_NU, E_REF, np.pi / 2) / E_REF**2
         for k in ("dirac", "majorana")]
print(f"  rate / E^2, helicity -1: Dirac {rates[0]:.6f}, "
      f"Majorana {rates[1]:.6f}, ratio {rates[1] / rates[0]:.6f}")
back = [static_rate(k, M_NU, E_REF, np.pi) / E_REF**2
        for k in ("dirac", "majorana")]
print(f"  rate / E^2 at 180 deg: Dirac {back[0]:.6f}, "
      f"Majorana {back[1]:.6f}")

print("integrated rates, helicity -1 beam (R = Majorana/Dirac):")
for e in (0.125, 0.2, 1.0, 10.0, 1e3, 1e6):
    x = M_NU / e
    beta = np.sqrt((1 - x) * (1 + x))
    ratio = total("majorana", M_NU, e) / total("dirac", M_NU, e)
    deficit = x**2 * (1 + 2 * beta) / (1 + beta)**2
    assert np.isclose(ratio, 2 * beta**2 / (1 + beta), rtol=1e-12)
    assert abs((1 - ratio) - deficit) < 1e-12
    print(f"  E = {e:g} eV: m/E = {x:.3g}, beta = {beta:.6f}, "
          f"R = {ratio:.6f}, 1-R = {deficit:.4e}")
print(f"events for counting noise = 1-R at {e:g} eV: {deficit**-2:.2e}")

beta = np.sqrt(1 - (M_NU / E_REF)**2)
unpolarized = (sum(total("majorana", M_NU, E_REF, h) for h in (-1, 1))
               / sum(total("dirac", M_NU, E_REF, h) for h in (-1, 1)))
assert np.isclose(unpolarized, 2 * beta**2, rtol=1e-12)
print(f"unpolarized beam, E = {E_REF} eV: Majorana/Dirac = {unpolarized:.6f}")

# --- Recoiling spin-1/2 target in the centre-of-mass frame -----------------
G_V, G_A, E_CM, ANGLE = 0.3, 0.5, 2.0, 1.1  # target mass = 1


def recoil_amplitudes(kind, m, hel_in):
    """Amplitudes for all final neutrino and target helicities."""
    p = np.sqrt(E_CM**2 - m**2)
    u_in = spinor(m, p, 0, 0, hel_in)
    result = []
    for h in (-1, 1):
        j = current(kind, spinor(m, p, ANGLE, 0, h), u_in)
        for a in (-1, 1):
            for b in (-1, 1):
                t_in = spinor(1, p, np.pi, np.pi, a)
                t_out = spinor(1, p, np.pi - ANGLE, np.pi, b)
                k = sandwich(t_out, G_V * np.eye(4) - G_A * G5, t_in)
                result.append(np.sum(METRIC * j * k))
    return np.array(result)


def recoil_rate(kind, m, hel_in):
    return np.sum(np.abs(recoil_amplitudes(kind, m, hel_in))**2) / 2


def differences(m):
    a_d = recoil_amplitudes("dirac", m, -1)
    a_m = recoil_amplitudes("majorana", m, -1)
    w_d, w_m = np.sum(np.abs(a_d)**2), np.sum(np.abs(a_m)**2)
    return np.linalg.norm(a_m - a_d) / np.sqrt(w_d), abs(w_m - w_d) / w_d


coarse, fine = differences(0.02), differences(0.01)
powers = [np.log2(a / b) for a, b in zip(coarse, fine)]
assert abs(powers[0] - 1) < 0.01 and abs(powers[1] - 2) < 0.01
print(f"recoiling target, mass 1: E = {E_CM}, angle = {ANGLE} rad, "
      f"g_V = {G_V}, g_A = {G_A}")
print(f"  relative differences at m = 0.01: amplitude {fine[0]:.4e}, "
      f"rate {fine[1]:.4e}")
print(f"  measured power of m: amplitude {powers[0]:.4f}, "
      f"rate {powers[1]:.4f}")

SMALL = 1e-3
nu = recoil_rate("dirac", SMALL, -1)
anti = recoil_rate("anti", SMALL, 1)
maj_minus = recoil_rate("majorana", SMALL, -1)
maj_plus = recoil_rate("majorana", SMALL, 1)
sterile = recoil_rate("dirac", SMALL, 1)
assert np.isclose(maj_minus, nu, rtol=1e-5)
assert np.isclose(maj_plus, anti, rtol=1e-5)
assert abs(anti / nu - 1) > 0.05 and sterile / nu < 1e-5
print(f"  rates at m = {SMALL} over Dirac neutrino (helicity -1):")
print(f"    Majorana, helicity -1: {maj_minus / nu:.6f}")
print(f"    Majorana, helicity +1: {maj_plus / nu:.6f}")
print(f"    Dirac antineutrino, helicity +1: {anti / nu:.6f}")
print(f"    Dirac neutrino, helicity +1: {sterile / nu:.3e}")
print("tests ok")
```

Printed output:

```
Fock-space matrix elements (dimensionless test momenta)
largest vector element, Dirac: 2.0982
largest vector element below 1e-12, Majorana: True
axial element, Majorana/Dirac: 2.000000
neutrino mass: 0.1 eV
static target, E = 1.0 eV, theta = 90 deg, amplitudes / (2E):
  dirac    helicity in -1: to -1 0.705335, to +1 0.035355
  dirac    helicity in +1: to -1 0.035355, to +1 0.001772
  majorana helicity in -1: to -1 0.703562, to +1 0.000000
  majorana helicity in +1: to -1 0.000000, to +1 0.703562
  rate / E^2, helicity -1: Dirac 1.994987, Majorana 1.980000, ratio 0.992487
  rate / E^2 at 180 deg: Dirac 0.010000, Majorana 0.000000
integrated rates, helicity -1 beam (R = Majorana/Dirac):
  E = 0.125 eV: m/E = 0.8, beta = 0.600000, R = 0.450000, 1-R = 5.5000e-01
  E = 0.2 eV: m/E = 0.5, beta = 0.866025, R = 0.803848, 1-R = 1.9615e-01
  E = 1 eV: m/E = 0.1, beta = 0.994987, R = 0.992487, 1-R = 7.5125e-03
  E = 10 eV: m/E = 0.01, beta = 0.999950, R = 0.999925, 1-R = 7.5001e-05
  E = 1000 eV: m/E = 0.0001, beta = 1.000000, R = 1.000000, 1-R = 7.5000e-09
  E = 1e+06 eV: m/E = 1e-07, beta = 1.000000, R = 1.000000, 1-R = 7.5000e-15
events for counting noise = 1-R at 1e+06 eV: 1.78e+28
unpolarized beam, E = 1.0 eV: Majorana/Dirac = 1.980000
recoiling target, mass 1: E = 2.0, angle = 1.1 rad, g_V = 0.3, g_A = 0.5
  relative differences at m = 0.01: amplitude 1.2404e-03, rate 6.0013e-06
  measured power of m: amplitude 1.0000, rate 2.0001
  rates at m = 0.001 over Dirac neutrino (helicity -1):
    Majorana, helicity -1: 1.000000
    Majorana, helicity +1: 0.595678
    Dirac antineutrino, helicity +1: 0.595677
    Dirac neutrino, helicity +1: 5.430e-09
tests ok
```
